# Surface phonon polaritons of a polar film and the ε = −1 limit, part 1

(Sections cited here and not found follow in the second part.)

## 1. One polar surface in air

### The situation and the simplest case

A thin film of cubic silicon carbide lies on silicon. A sharp metal tip, a few tens of nanometres in radius, is held just above it and lit with infrared light. The tip's near field contains in-plane wavelengths far shorter than that of the light, which is about ten micrometres. At some frequency the film answers strongly, because the near field has met a vibration bound to the surface. What is that frequency, how does it depend on wavelength, and when is it fixed by the condition that the film's permittivity equals minus one?

I start with the least that can support such a vibration: a polar medium filling \(z<0\), air of permittivity 1 filling \(z>0\), and fields that vary so rapidly along the surface that electrostatics suffices. The medium is isotropic, nonmagnetic and local, so its relative permittivity \(\varepsilon\) depends on frequency but not on wavevector. With \(q>0\) the in-plane wavevector, the potential solves Laplace's equation on both sides and must decay away from the surface:

\[
\phi=\phi_0e^{iqx-q|z|}e^{-i\omega t}.
\]

It is continuous at \(z=0\). The normal displacement \(D_z=-\varepsilon_0\varepsilon\,\partial_z\phi\) must also be continuous, as there is no free surface charge. Just above the surface it is \(\varepsilon_0q\phi\); just below it is \(-\varepsilon_0\varepsilon q\phi\). Hence

\[
1=-\varepsilon,\qquad \varepsilon(\omega)=-1 .
\]

The wavevector has cancelled. A half-space has no length with which \(q\) could be compared, so the electrostatic frequency is the same for every wavelength.

The tip sees the same condition as a resonance. Let a source above the surface apply the potential \(e^{qz}\). The air then holds \(e^{qz}+Re^{-qz}\) and the medium holds \(Te^{qz}\). Continuity of potential gives \(1+R=T\), and continuity of \(\varepsilon\,\partial_z\phi\) gives \(1-R=\varepsilon T\). Eliminating \(T\),

\[
1-R=\varepsilon(1+R),\qquad R=\frac{1-\varepsilon}{1+\varepsilon}.
\]

The response diverges at \(\varepsilon=-1\): there a field can exist without a source.

### The permittivity of the lattice

To turn this into a frequency I need \(\varepsilon(\omega)\). Let \(w\) be the relative displacement of the two ionic sublattices, \(m\) the reduced mass, \(Z\) the effective charge and \(n\) the number of ion pairs per volume. In the macroscopic field \(E\),

\[
\ddot w=-\omega_T^2w-\gamma\dot w+\frac{Z}{m}E .
\]

Here \(\omega_T\) is the frequency of a vibration that produces no macroscopic field, the transverse optical phonon, and \(\gamma\) is its damping rate. The time factor \(e^{-i\omega t}\) gives

\[
w=\frac{(Z/m)E}{\omega_T^2-\omega^2-i\gamma\omega}.
\]

The ionic polarization is \(P=nZw\), and the electrons add a background \(\varepsilon_\infty\) that is constant in the infrared. From \(\varepsilon_0\varepsilon E=\varepsilon_0\varepsilon_\infty E+P\),

\[
\varepsilon=\varepsilon_\infty+\frac{\Omega^2}{\omega_T^2-\omega^2-i\gamma\omega},
\qquad \Omega^2=\frac{nZ^2}{\varepsilon_0m}.
\]

I set \(\gamma=0\) for now. The permittivity vanishes at a frequency \(\omega_L\) given by \(\varepsilon_\infty(\omega_L^2-\omega_T^2)=\Omega^2\). This is the longitudinal optical phonon, for which \(D=0\) although \(E\ne0\). Putting \(\Omega^2\) back over a common denominator gives

\[
\varepsilon=\varepsilon_\infty\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2}.
\]

It is negative for \(\omega_T<\omega<\omega_L\) and positive outside. Since \(d\varepsilon/d(\omega^2)=\Omega^2/(\omega_T^2-\omega^2)^2>0\), it rises through the band from \(-\infty\) to 0. Each negative value therefore occurs once.

Adding 1 to \(\varepsilon\),

\[
\varepsilon+1=\frac{\varepsilon_\infty\omega_L^2+\omega_T^2-(\varepsilon_\infty+1)\omega^2}{\omega_T^2-\omega^2}
=(\varepsilon_\infty+1)\frac{\omega_{SO}^2-\omega^2}{\omega_T^2-\omega^2},
\]

\[
\omega_{SO}^2=\frac{\varepsilon_\infty\omega_L^2+\omega_T^2}{\varepsilon_\infty+1}.
\]

The surface frequency squared is a weighted mean of the two bulk ones.

The same result follows from the restoring force. Write the displacement in the medium as \(\varepsilon_0\varepsilon_\infty E+P\). With the decaying potential above, \(E_z=q\phi\) in the air and \(-q\phi\) in the medium. Continuity of \(D_z\) reads \(\varepsilon_0q\phi=-\varepsilon_0\varepsilon_\infty q\phi+P_z\), so the field in the medium is

\[
E_z=-\frac{P_z}{\varepsilon_0(\varepsilon_\infty+1)} .
\]

Multiplying the undamped oscillator equation by \(nZ\) gives \(\ddot P_z=-\omega_T^2P_z+\varepsilon_0\Omega^2E_z\), whence

\[
\omega_{SO}^2=\omega_T^2+\frac{\Omega^2}{\varepsilon_\infty+1}.
\]

Inserting \(\Omega^2=\varepsilon_\infty(\omega_L^2-\omega_T^2)\) recovers the weighted mean. In a bulk longitudinal wave \(D=0\) gives \(E=-P/(\varepsilon_0\varepsilon_\infty)\), a stronger restoring field for the same \(P\). This is why \(\omega_{SO}\) lies below \(\omega_L\).

For the example I take rough typical values for cubic silicon carbide: \(\omega_T=797\), \(\omega_L=973\), \(\varepsilon_\infty=6.5\). Frequencies are quoted as wavenumbers \(\omega/2\pi c\) in cm⁻¹. Then

\[
\omega_{SO}=\left(\frac{6.5\times973^2+797^2}{7.5}\right)^{1/2}=951.4\ \text{cm}^{-1},
\]

which is 118.0 meV. The decimal serves to compare results within the model; the inputs do not fix the frequency of a real film that finely.

### Adding the finite speed of light

Electrostatics cannot hold for long waves, since a bound field must connect to light. I therefore solve Maxwell's equations for a wave with its magnetic field along \(y\), \(H_y=H(z)e^{i(qx-\omega t)}\). The equation \(\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E\) gives

\[
E_x=\frac{H'}{i\omega\varepsilon_0\varepsilon},\qquad
E_z=-\frac{qH}{\omega\varepsilon_0\varepsilon}.
\]

The \(y\) component of \(\nabla\times\mathbf E=i\omega\mu_0\mathbf H\) is \(\partial_zE_x-iqE_z=i\omega\mu_0H\). Inserting the fields and multiplying by \(i\omega\varepsilon_0\),

\[
\left(\frac{H'}{\varepsilon}\right)'-\frac{q^2}{\varepsilon}H+k_0^2H=0,\qquad k_0=\frac{\omega}{c}.
\]

Tangential \(H_y\) and \(E_x\) are continuous, so \(H\) and \(H'/\varepsilon\) are continuous. In a uniform region \(H''=(q^2-\varepsilon k_0^2)H\). I define

\[
\kappa^2=q^2-\varepsilon k_0^2,\qquad \kappa_a^2=q^2-k_0^2
\]

for the medium and the air, with positive roots for a bound wave. Then \(H=Ae^{-\kappa_az}\) above and \(H=Ae^{\kappa z}\) below. Continuity of \(H'/\varepsilon\) requires

\[
-\kappa_a=\frac{\kappa}{\varepsilon},\qquad \kappa+\varepsilon\kappa_a=0 .
\]

Both decay constants are positive, so \(\varepsilon\) must be negative. The other polarization, with \(E_y\) and \(E_y'\) continuous, would need \(\kappa=-\kappa_a\), which is impossible.

Squaring \(\kappa=-\varepsilon\kappa_a\) gives \(q^2-\varepsilon k_0^2=\varepsilon^2(q^2-k_0^2)\). Collecting terms,

\[
q^2(1-\varepsilon^2)=\varepsilon k_0^2(1-\varepsilon).
\]

As \(\varepsilon<0\), the factor \(1-\varepsilon\) is not zero and may be divided out:

\[
q^2=k_0^2\,\frac{\varepsilon}{\varepsilon+1}.
\]

For \(-1<\varepsilon<0\) the right side is negative, so no bound wave exists. For \(\varepsilon<-1\) it exceeds \(k_0^2\), as a bound wave needs. Writing \(u=k_0^2/q^2\) and solving for the permittivity,

\[
\varepsilon=-\frac{1}{1-u}=-1-u-u^2-\dots
\]

This is the first test of the generalization: for \(q\gg k_0\), \(u\to0\) and the electrostatic condition returns. The fields agree, since in air \(\mu_0c|H/E_z|=k_0/q\) also vanishes in that limit. At finite \(q\) retardation makes \(\varepsilon\) slightly more negative than \(-1\). Because \(\varepsilon\) rises with frequency, the mode lies below \(\omega_{SO}\).

### The dispersion written out

Inserting the lattice permittivity into \(c^2q^2(\varepsilon+1)=\omega^2\varepsilon\), multiplying by \(\omega_T^2-\omega^2\) and setting \(X=\omega^2\),

\[
c^2q^2\left[\varepsilon_\infty\omega_L^2+\omega_T^2-(\varepsilon_\infty+1)X\right]
=\varepsilon_\infty X(\omega_L^2-X).
\]

Moving everything to one side gives \(F(X)=0\), with

\[
F=\varepsilon_\infty X^2-\left[\varepsilon_\infty\omega_L^2+(\varepsilon_\infty+1)c^2q^2\right]X
+c^2q^2(\varepsilon_\infty\omega_L^2+\omega_T^2).
\]

Squaring may have added a false root, so I locate both by the sign of \(F\) at three frequencies:

\[
F(\omega_{SO}^2)=\varepsilon_\infty\omega_{SO}^2(\omega_{SO}^2-\omega_L^2)<0,
\]
\[
F(\omega_L^2)=-c^2q^2(\omega_L^2-\omega_T^2)<0,
\]
\[
F(\omega_T^2)=\varepsilon_\infty(\omega_L^2-\omega_T^2)(c^2q^2-\omega_T^2).
\]

The parabola opens upward. Its larger root lies above \(\omega_L\), where \(\varepsilon>0\), and is not a bound mode. Its smaller root lies between \(\omega_T\) and \(\omega_{SO}\) if \(cq>\omega_T\). The surface branch thus starts where the light line \(\omega=cq\) meets \(\omega_T\), and runs towards \(\omega_{SO}\). For smaller \(q\) the lower root falls below \(\omega_T\), where \(\varepsilon\) is again positive.

Take \(q=3\) rad/µm. As a wavenumber \(q/2\pi\) is 4775 cm⁻¹, and the quadratic in cm⁻¹ units is

\[
6.5X^2-1.7713\times10^8X+1.5477\times10^{14}=0 .
\]

Its smaller root gives 950.6 cm⁻¹, already within 1 cm⁻¹ of the limit. The vacuum wavevector at \(\omega_{SO}\) is \(k_0=0.598\) rad/µm, so \(q\) is here about five times \(k_0\).

### Adding damping

With damping, \(\omega^2\) in the permittivity is replaced by \(\omega^2+i\gamma\omega\). The meaning of the limit then depends on which quantity is held real.

Hold \(q\) real and large and let the mode ring down freely. The condition \(\varepsilon=-1\) becomes \(\omega^2+i\gamma\omega=\omega_{SO}^2\), so

\[
\omega=\left(\omega_{SO}^2-\frac{\gamma^2}{4}\right)^{1/2}-\frac{i\gamma}{2}.
\]

The permittivity still reaches \(-1\), at a complex frequency. The amplitude decays as \(e^{-\gamma t/2}\).

Now hold \(\omega\) real at \(\omega_{SO}\). From the second form of \(\omega_{SO}^2\), \(\Omega^2=(\varepsilon_\infty+1)(\omega_{SO}^2-\omega_T^2)\), and so

\[
\varepsilon=\varepsilon_\infty-\frac{\varepsilon_\infty+1}{1+i\eta},\qquad
\eta=\frac{\gamma\omega_{SO}}{\omega_{SO}^2-\omega_T^2}.
\]

A rough linewidth \(\gamma=5\) cm⁻¹ gives \(\eta=0.0176\) and \(\varepsilon=-0.998+0.132i\). The algebra leading to \(q^2=k_0^2\varepsilon/(\varepsilon+1)\) holds for complex \(\varepsilon\) too, and yields

\[
\frac{|q|}{k_0}=\left(\frac{1.006}{0.132}\right)^{1/2}\approx2.8 .
\]

A wave driven at this real frequency does not become arbitrarily short; it has a complex \(q\) of modest size. A near-field source is a third case, as it supplies components with real \(q\) and real \(\omega\) together. Its response \(R\) then has a finite peak, \(|R|\approx2.00/0.132\approx15\) at \(\omega_{SO}\), in place of a divergence.

## 2. From one surface to a film

### What is carried over

The film has permittivity \(\varepsilon(\omega)\), negative between \(\omega_T\) and \(\omega_L\) and rising with frequency there. The in-plane wavevector is \(q\), \(k_0=\omega/c\), and \(u=k_0^2/q^2\). Decay constants are \(\kappa=(q^2-\varepsilon k_0^2)^{1/2}\) in the film and \(\kappa_a=(q^2-k_0^2)^{1/2}\) in air. Across each interface \(H\) and \(H'/\varepsilon\) are continuous. A single surface in air obeys \(\kappa+\varepsilon\kappa_a=0\), which tends to \(\varepsilon=-1\) at \(\omega_{SO}=951.4\) cm⁻¹ when \(q\gg k_0\). The example has \(\omega_T=797\), \(\omega_L=973\), \(\gamma=5\) cm⁻¹ and \(\varepsilon_\infty=6.5\).

A film brings a second surface and a length, its thickness \(d\). It fills \(-d<z<0\). Below it lies a thick substrate with real permittivity \(\varepsilon_s\geq1\) and decay constant \(\kappa_s=(q^2-\varepsilon_sk_0^2)^{1/2}\). For the example \(d=100\) nm and \(\varepsilon_s=11.7\), a value for silicon. Damping is again left out at first.

For a single polar surface in air, the lossless bound mode tends to \(\varepsilon=-1\), at \(\omega_{SO}\), when its wavelength is short against that of light, while with damping the meaning of this limit depends on whether \(q\) or \(\omega\) is held real. It remains to find how a finite thickness and a substrate change this result, and how far it holds for a real film.

Numerical values quoted here were computed with a short program.
